# When Gaussian Basis Functions Reach Relativistic Momenta

A normalized Gaussian $e^{-ar^2}$ has a momentum spread $\sqrt a$ along each axis. This spread equals $mc$ when $a=c^2\approx 18\,800$ in atomic units. In an atom of nuclear charge $Z$, the largest exponent of a basis set of given quality grows roughly as $kZ^2$, so it reaches $c^2$ near

$$Z_c=\frac{c}{\sqrt k}.$$

There is no single crossing charge for all standard sets, because $k$ depends on how finely the set resolves the region near the nucleus. The first element past the threshold is sodium ($Z=11$) for cc-pVDZ, fluorine (9) for cc-pVTZ and boron (5) for cc-pVQZ. It is phosphorus (15) for 6-31G, while STO-3G does not get there up to krypton.

Hartree atomic units are used: $\hbar=m=1$, momentum $mc$ is the number $c=137.036$, and exponents are in bohr$^{-2}$. The nucleus is a point charge.

## The estimate

A function of width $\Delta x$ contains momenta of order $1/\Delta x$. For a Gaussian, $\Delta x\sim1/\sqrt a$, hence $p\sim\sqrt a$, and $p\sim c$ gives $a\sim c^2$.

The 1s orbital has size $1/Z$ and a cusp at the nucleus: $e^{-Zr}$ has slope $-Z$ there, whereas every Gaussian has slope zero. A short sum of Gaussians imitates the cusp far better if some of them are much narrower than the orbital. If the narrowest is $s$ times narrower, then $\sqrt a\sim sZ$, and the threshold lies at $Z\sim c/s$. With $s$ between 10 and 20 this is $Z$ between about 7 and 14. The derivation below replaces $s$ by a computed number, $\sqrt k$.

## Momentum content of one Gaussian

The normalized function is $\phi(\mathbf r)=(2a/\pi)^{3/4}e^{-ar^2}$. In its Fourier transform we complete the square,

$$-ar^2-i\mathbf p\cdot\mathbf r=-a\left(\mathbf r+\frac{i\mathbf p}{2a}\right)^2-\frac{p^2}{4a},$$

and the remaining Gaussian integral is $(\pi/a)^{3/2}$. With the prefactor $(2\pi)^{-3/2}$,

$$\tilde\phi(\mathbf p)=(2\pi a)^{-3/4}e^{-p^2/4a},\qquad |\tilde\phi|^2=(2\pi a)^{-3/2}e^{-p^2/2a}.$$

This is a normal distribution with variance $a$ for each component, so $\langle p^2\rangle=3a$. For the fourth moment, $p^4$ contains three terms $p_i^4$ with mean $3a^2$ and six terms $p_i^2p_j^2$ with mean $a^2$, so $\langle p^4\rangle=15a^2$.

In position space $|\phi|^2\propto e^{-2ar^2}$ has variance $1/(4a)$ per component. At $a=c^2$ the spread is $1/(2c)=0.00365$ bohr, or 0.193 pm, which is half the reduced Compton wavelength.

The fraction of the density above $p=c$ follows with $t=p/\sqrt a$ and $y=c/\sqrt a$. Since $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$, integration by parts gives

$$P=\sqrt{\frac2\pi}\int_y^\infty t^2e^{-t^2/2}dt=\sqrt{\frac2\pi}\,y\,e^{-y^2/2}+\operatorname{erfc}\frac{y}{\sqrt2}.$$

At $a=c^2$ this is 80%. At $a=c^2/3$, where the rms momentum equals $c$, it is 39%; at $a=0.1c^2$ it is 1.9%. The threshold is therefore a convention on a gradual rise. Choosing $c^2/3$ instead of $c^2$ divides $Z_c$ by $\sqrt3$.

Functions of higher angular momentum reach further at equal exponent. For radial part $r^le^{-ar^2}$, let $u=r^{l+1}e^{-ar^2}$. Differentiating twice,

$$u''=\left[\frac{l(l+1)}{r^2}-2a(2l+3)+4a^2r^2\right]u.$$

The operator $p^2$ acts on $u$ as $-d^2/dr^2+l(l+1)/r^2$, so $\langle p^2\rangle=2a(2l+3)-4a^2\langle r^2\rangle$. Integration by parts gives $\langle r^2\rangle=(2l+3)/(4a)$, and thus $\langle p^2\rangle=(2l+3)a$. In the sets examined here the largest exponent always belongs to an s function, so the threshold, defined here by the largest exponent, refers to the s case.

## What changes in the kinetic energy

The nonrelativistic mean is $\langle p^2\rangle/2=3a/2$. The relativistic free-particle energy without rest energy is $c^2(\sqrt{1+p^2/c^2}-1)$. With $x=p/c$ and $z=c^2/(2a)$, the density in $x$ is $(4/\sqrt\pi)z^{3/2}x^2e^{-zx^2}$. Setting $x^2=(w-1)/2$,

$$\left\langle\sqrt{1+x^2}\right\rangle=\frac{2z^{3/2}}{\sqrt\pi}\,\frac{e^{z/2}}4\int_1^\infty\sqrt{w^2-1}\,e^{-zw/2}dw.$$

With $w=\cosh\theta$ and one integration by parts, the integral becomes $K_1(z/2)/(z/2)$, where $K_1(\eta)=\int_0^\infty\cosh\theta\,e^{-\eta\cosh\theta}d\theta$ is a modified Bessel function. Hence

$$\langle T\rangle=c^2\left[\sqrt{\frac z\pi}\,e^{z/2}K_1\!\left(\frac z2\right)-1\right].$$

For $a\gg c^2$, $z\to0$ and $K_1(\eta)\to1/\eta$, so $\langle T\rangle\to 2c^2/\sqrt{\pi z}=c\sqrt{8a/\pi}$. The energy then grows as $\sqrt a$, as it must for $T\approx pc$, and no longer as $a$.

For $a\ll c^2$ one expands the square root:

$$\langle T\rangle\approx\frac{\langle p^2\rangle}2-\frac{\langle p^4\rangle}{8c^2}=\frac{3a}2\left(1-\frac{5a}{4c^2}\right).$$

The correction exceeds the leading term once $a>0.8c^2$. The full series diverges for every $a$. Its moments are $\langle p^{2j}\rangle=(2j+1)!!\,a^j$, while the ratio of successive binomial coefficients tends to $-1$. The ratio of successive terms therefore grows in size like $(2j+3)a/c^2$, without limit. For small $a/c^2$ the first terms are still useful, as in any asymptotic series.

At $a=0.01c^2$ the two energies are $0.01500c^2$ and $0.01482c^2$, a difference of 1.2%. At $a=c^2$ they are $1.50c^2$ and $0.92c^2$: the nonrelativistic value is too large by 63% of the relativistic one.

## How the largest exponent depends on $Z$

Consider one electron in the field of charge $Z$, with $H_Z=-\tfrac12\nabla^2-Z/r$. Substituting $\mathbf r=\boldsymbol\rho/Z$ gives

$$H_Z=Z^2\left(-\tfrac12\nabla_\rho^2-\frac1\rho\right),\qquad ar^2=\frac a{Z^2}\rho^2.$$

The lowest energy in a basis of $n$ Gaussians therefore obeys $E_Z(a_1,\dots,a_n)=Z^2E_1(a_1/Z^2,\dots,a_n/Z^2)$. If certain exponents minimize the hydrogen energy, the same exponents times $Z^2$ minimize the energy of the ion. The largest one is $a_{\max}=k_nZ^2$, and $a_{\max}=c^2$ gives $Z_c=c/\sqrt{k_n}$.

The energies need three integrals. With $q=a+b$,

$$S=\int e^{-qr^2}d^3r=\left(\frac\pi q\right)^{3/2},\qquad V=-4\pi Z\int_0^\infty re^{-qr^2}dr=-\frac{2\pi Z}q,$$

$$T=\frac12\int(2a\mathbf r)\cdot(2b\mathbf r)\,e^{-qr^2}d^3r=2ab\,\frac3{2q}\,S=\frac{3ab}q\,S.$$

For $n=1$ the work can be done by hand. Setting $b=a$ and dividing by $S$ gives $E=\tfrac32a-2Z\sqrt{2a/\pi}$. The condition $dE/da=0$ reads $\tfrac32=Z\sqrt{2/(\pi a)}$, so $a=8Z^2/(9\pi)$ and $k_1\approx0.28$. Then $Z_c\approx260$, beyond any element: a single Gaussian follows the size of the orbital and ignores the cusp.

For larger $n$ the minimum is found numerically:

| $n$ | $k_n$ | energy error (hartree) | $Z_c$ |
|---|---|---|---|
| 3 | 4.50 | $3.0\times10^{-3}$ | 64.6 |
| 4 | 13.0 | $7.2\times10^{-4}$ | 38.0 |
| 6 | 82.9 | $5.4\times10^{-5}$ | 15.0 |
| 7 | 191 | $1.7\times10^{-5}$ | 9.9 |
| 8 | 419 | $5.4\times10^{-6}$ | 6.7 |

The error is relative to the hydrogen energy of $-0.5$ hartree. Going from six to eight primitives lowers it tenfold and moves the threshold from $Z\approx15$ to $Z\approx7$. The factor $s=\sqrt{k_n}$ of the first estimate is 9 for $n=6$ and 20 for $n=8$.

## Comparison with standard sets

The estimate omits electron repulsion and the demands of the outer shells. The set 6-31G offers a direct check, since it describes the 1s core with six primitives. From boron to argon its largest exponent divided by $Z^2$ lies between 81.4 and 87.5, against $k_6=82.9$. The one-electron model is thus good to about 6% over this range; lithium, with $a_{\max}/Z^2=71$, lies 14% low. It puts the threshold near $Z=15$; a 6% spread in $k$ means 3%, or about half a unit, in $Z_c$, so the model cannot tell $Z=15$ from $Z=16$; in the actual set silicon has $a_{\max}=16\,116$ and phosphorus $19\,413$, so the crossing is at $Z=15$.

Counting primitives is not enough in general: STO-3G has three core primitives, yet $k=2.07$ for neon, less than half of $k_3=4.50$; its exponents come from a least-squares fit to a Slater function, not from minimizing the energy. For the other sets the number of core primitives need not be known. One can take $k$ from neon, $k=a_{\max}(\mathrm{Ne})/100$, and scale. For cc-pVDZ,

$$Z_c=10\sqrt{\frac{18\,779}{17\,880}}=10.25,$$

so neon falls just short and sodium should be the first element above. The same step for all sets gives:

| set | $Z_c$ from Ne | first element above $c^2$ |
|---|---|---|
| STO-3G | 95.2 | none up to Kr |
| def2-SVP | 22.8 | K (19) |
| 6-31G | 14.9 | P (15) |
| cc-pVDZ | 10.2 | Na (11) |
| cc-pVTZ | 8.8 | F (9) |
| def2-TZVP | 6.5 | N (7) |
| cc-pVQZ | 4.3 | B (5) |
| def2-QZVP | 3.4 | Be (4) |

In six sets the crossing is at the first integer above the prediction. The exception is def2-SVP, which crosses early. From neon to argon it follows the scaling: $3599\times1.8^2=11\,661$, against an actual $11\,797$. From argon to potassium $Z^2$ grows by 11%, but the exponent jumps to $31\,479$, a factor 2.7. Thus $k=a_{\max}/Z^2$ changes from 36 for neon and argon to 87 for potassium, values close to the one-electron $k_5=34$ and $k_6=83$. The core function of this set indeed has five primitives for neon and argon and six for potassium. Even at a fixed number of primitives $k$ is only roughly constant: in def2-TZVP, with eleven s exponents for all three elements, it is 377 for carbon, 403 for nitrogen and 451 for neon. Their core contraction has six primitives, yet $k$ is about five times $k_6$, so the match found for def2-SVP is not a general rule. Across rows the name of a set does not fix $k$: in cc-pVTZ it is 244 for neon and 1682 for argon, and in def2-TZVP it falls to 215 for sodium, whose largest exponent is smaller than neon's. Scaling from neon is therefore a guide only for nearby elements. In cc-pVDZ $k$ also changes at the crossing, from 179 for neon to 262 for sodium; the prediction survives there because the scaled value $17\,880\times1.21\approx21\,600$ already exceeds $c^2$.

## What the threshold does and does not mean

A basis that can represent momenta above $c$ does not make the electron relativistic. For the 1s function $2Z^{3/2}e^{-Zr}$ (radial part), averaging the plane wave over angles leaves $\sin(pr)/(pr)$, and

$$\int_0^\infty re^{-Zr}\sin(pr)\,dr=\operatorname{Im}\frac1{(Z-ip)^2}=\frac{2Zp}{(Z^2+p^2)^2}.$$

Multiplying by $\sqrt{2/\pi}\,2Z^{3/2}$ and squaring gives the radial momentum density $(32/\pi)Z^5p^2/(p^2+Z^2)^4$. For $p\gg Z$ it falls as $p^{-6}$, so the part above $c$ is about

$$\frac{32Z^5}\pi\int_c^\infty\frac{dp}{p^6}=\frac{32}{5\pi}\left(\frac Zc\right)^5.$$

At $Z=10$ this is $4.2\times10^{-6}$. This is the tail of the nonrelativistic function, taken where it is no longer accurate; the Dirac 1s state, small component included, gives about $6\times10^{-6}$, which is just as negligible. In the seven-primitive fit, whose threshold is also near $Z=10$, the tightest normalized primitive enters with a coefficient of only 0.0007.

The energy shift is small too. For the Dirac 1s state the radial functions $G$ and $F$ obey

$$G'-\frac Gr=\frac{E+c^2+Z/r}c\,F,\qquad F'+\frac Fr=-\frac{E-c^2+Z/r}c\,G.$$

Inserting $G=r^\gamma e^{-\lambda r}$ and $F=\beta G$, the $1/r$ terms give $\gamma-1=\beta Z/c$ and $\beta(\gamma+1)=-Z/c$. Eliminating $\beta$ yields $\gamma^2=1-Z^2/c^2$, and dividing one by the other yields $\beta^2=(1-\gamma)/(1+\gamma)$. The constant terms, $-\lambda=\beta(E+c^2)/c$ and $\beta\lambda=(E-c^2)/c$, give $\beta^2=(c^2-E)/(c^2+E)$. Hence $E=\gamma c^2$, and

$$E-c^2\approx-\frac{Z^2}2\left(1+\frac{Z^2}{4c^2}\right).$$

At $Z=10$ the relative correction is 0.13%.

Large exponents matter for the operators, and already below $Z_c$. Scalar-relativistic and two-component schemes of the Douglas–Kroll–Hess type evaluate functions such as $\sqrt{1+p^2/c^2}$ from the eigenvalues of the $p^2$ matrix in the primitive basis. By the variational principle the largest eigenvalue is at least the mean value in any one basis function, hence at least $3a_{\max}$. Once $a_{\max}$ exceeds $c^2/3$, some eigenvalue exceeds $c^2$, where the power series of the square root in $p^2/c^2$ diverges. This condition is met near $Z_c/\sqrt3$, about 6 instead of 10 for cc-pVDZ. It is sufficient but not necessary, since the largest eigenvalue can lie above $3a_{\max}$. The square root then cannot be obtained by carrying this series to higher order, even for a light atom whose relativistic energy shift is slight. The first term alone remains useful as a perturbation: for the one-electron ion with $Z=10$ in the s primitives of the neon cc-pVDZ set, the mean of $-p^4/8c^2$ plus the Darwin term gives $-0.064$ hartree, against the Dirac shift of $-0.067$. The numerical output below lists most of the underlying values.

## Computed results

```
speed of light c = 137.036 a.u.; c^2 = 18778.9 bohr^-2
single s Gaussian: a/c^2, p_rms/c, fraction p>c, T_nonrel/c^2, T_rel/c^2
  0.0100  0.1732  1.554e-21  0.01500  0.01482
  0.1000  0.5477  1.857e-02  0.15000  0.13563
  0.3333  1.0000  3.916e-01  0.50000  0.38907
  1.0000  1.7321  8.013e-01  1.50000  0.91942
at a=c^2: position spread per component = 0.003649 bohr = 0.1931 pm
at a=c^2: T_nonrel/T_rel = 1.6315
at a=c^2: size of p^4 correction / T_nonrel = 1.2500
<p^2>/a for l=0: 3.0000
<p^2>/a for l=1: 5.0000
<p^2>/a for l=2: 7.0000
hydrogen, n optimized s Gaussians: n, k_n (bohr^-2), energy error (hartree), Z_c
  3  4.50  3.02e-03  64.60
  4  13.01  7.22e-04  37.99
  5  34.06  1.90e-04  23.48
  6  82.92  5.44e-05  15.05
  7  190.69  1.67e-05  9.92
  8  418.56  5.44e-06  6.70
n=6, Z=10 optimized separately: largest exponent = 8292.2 bohr^-2, ratio to Z=1: 100.000
standard sets, Z=1..36: a = largest exponent (bohr^-2), ns = number of s exponents
  sto-3g: a(Ne)=207.0, ns(Ne)=6, Z_c from Ne=95.24
    not reached; a(Kr)=2782.2
  6-31g: a(Ne)=8425.9, ns(Ne)=10, Z_c from Ne=14.93
    first Z=15 (P), a=19413.3, ns=16; before: Si a=16115.9, ns=16; stays above: yes
  def2-svp: a(Ne)=3599.0, ns(Ne)=7, Z_c from Ne=22.84
    first Z=19 (K), a=31478.7, ns=14; before: Ar a=11797.1, ns=10; stays above: yes
  def2-tzvp: a(Ne)=45069.5, ns(Ne)=11, Z_c from Ne=6.45
    first Z=7 (N), a=19730.8, ns=11; before: C a=13575.3, ns=11; stays above: yes
  def2-qzvp: a(Ne)=160676.3, ns(Ne)=15, Z_c from Ne=3.42
    first Z=4 (Be), a=29646.7, ns=15; before: Li a=14854.0, ns=15; stays above: yes
  cc-pvdz: a(Ne)=17880.0, ns(Ne)=9, Z_c from Ne=10.25
    first Z=11 (Na), a=31700.0, ns=12; before: Ne a=17880.0, ns=9; stays above: yes
  cc-pvtz: a(Ne)=24350.0, ns(Ne)=10, Z_c from Ne=8.78
    first Z=9 (F), a=19500.0, ns=10; before: O a=15330.0, ns=10; stays above: yes
  cc-pvqz: a(Ne)=99920.0, ns(Ne)=12, Z_c from Ne=4.34
    first Z=5 (B), a=23870.0, ns=12; before: Be a=14630.0, ns=12; stays above: yes
6-31G, B to Ar: a/Z^2 from 81.41 to 87.49 bohr^-2
Z=10 one-electron ion: 1s fraction with p>c = 4.152e-06, estimate 4.216e-06
Z=10 one-electron ion: relative Dirac energy correction = 0.1335 %
n=7 fit: coefficient of the tightest normalized primitive = 0.00071
```
